Arrhenius and Vogel-Fulcher readings of a relaxor's permittivity peaks

The real part of the permittivity of a relaxor ceramic is measured against temperature at two fixed frequencies. It has its maximum at

T₁ = 250 K for f₁ = 1 kHz,
T₂ = 260 K for f₂ = 100 kHz.

Throughout, f is the ordinary frequency in Hz, k = 8.617333 × 10⁻⁵ eV/K is the Boltzmann constant, and τ(T) is the relaxation time of the polar units. Until part (f), take the maximum to occur where 2πfτ = 1. Where an attempt frequency of the lattice is needed, use f_L = 10¹² Hz, a rough value for soft polar vibrations.

**Part (a)**

Suppose that each polar unit hops over a barrier E with attempt frequency f₀, both independent of temperature. Find E and f₀ from the two peaks.

**Answer**

Thermally activated hopping has the relaxation time τ = τ₀ exp(E/kT). With 2πfτ = 1 at the peak, the peak frequency and temperature are related by

f = f₀ exp(−E/kT), f₀ = 1/(2πτ₀).

Take the logarithm at each peak:

ln f₁ = ln f₀ − E/(kT₁),
ln f₂ = ln f₀ − E/(kT₂).

Subtracting the first line from the second removes f₀:

ln(f₂/f₁) = (E/k)(1/T₁ − 1/T₂) = (E/k)(T₂ − T₁)/(T₁T₂).

Therefore

E = k T₁T₂ ln(f₂/f₁)/(T₂ − T₁).

The frequency ratio is 100, so ln(f₂/f₁) = 4.60517. The difference of inverse temperatures is 10/65000 = 1.53846 × 10⁻⁴ K⁻¹. Hence

E/k = 4.60517/(1.53846 × 10⁻⁴ K⁻¹) = 29934 K,
E = 2.58 eV, or 2.6 eV to two figures.

To find f₀, multiply each logarithmic equation by its own temperature, which makes the energy term the same in both:

T₁ ln f₁ = T₁ ln f₀ − E/k,
T₂ ln f₂ = T₂ ln f₀ − E/k.

Subtraction now removes E:

ln f₀ = (T₂ ln f₂ − T₁ ln f₁)/(T₂ − T₁).

The same relation holds for logarithms to base 10. With all frequencies in Hz,

log₁₀ f₀ = (260 × 5 − 250 × 3)/10 = 55,

so f₀ = 10⁵⁵ Hz.

**Part (b)**

Can this f₀ be the attempt frequency of a polar unit? Support the answer with two consequences of using f_L instead, and decide whether errors of 1 K in reading the peaks could be to blame.

**Answer**

It cannot. An attempt frequency in this model is the frequency of a vibration in a potential well, and lattice vibrations lie roughly in the range 10¹² to a few times 10¹³ Hz. The fitted value is more than forty decades higher. It even exceeds the inverse Planck time, 1.85 × 10⁴³ s⁻¹.

The fit itself gives no warning of this. A law with two free parameters passes through any two points at different temperatures, so the quality of the fit carries no information. The objection rests on the value of f₀.

First consequence: keep the fitted barrier and replace f₀ by f_L. At 250 K, E/(kT₁) = 119.73, which is 52 decades. The characteristic frequency would be

f_L exp(−E/kT₁) = 10¹² × 10⁻⁵² Hz = 10⁻⁴⁰ Hz.

Such units would never respond in a laboratory measurement, yet the sample responds at 1 kHz. A barrier of 2.58 eV is therefore incompatible with an ordinary attempt frequency.

Second consequence: keep f_L and choose a fixed barrier W that puts the 1 kHz peak at 250 K. This requires W = kT₁ ln(f_L/f₁) = 0.446 eV. The same barrier puts the 100 kHz peak at the temperature T₂′ where kT₂′ ln(f_L/f₂) = W, so that

T₂′ = T₁ ln(f_L/f₁)/ln(f_L/f₂) = 250 K × 9/7 = 321.4 K.

The factors 9 and 7 are the decades from 1 kHz and from 100 kHz up to 10¹² Hz. Ordinary hopping over a fixed barrier would move the peak by 71 K. The observed shift is 10 K.

For the reading errors, rewrite the result for f₀. Replacing ln f₂ by ln f₁ + ln(f₂/f₁) gives

log₁₀ f₀ = log₁₀ f₁ + T₂ log₁₀(f₂/f₁)/(T₂ − T₁).

The small difference T₂ − T₁ stands in the denominator, so f₀ is very sensitive to it. The worst combinations of 1 K errors are those that change this difference most:

- Peaks at 249 K and 261 K give E = 2.15 eV and log₁₀ f₀ = 46.5.
- Peaks at 251 K and 259 K give E = 3.22 eV and log₁₀ f₀ = 67.8.

The exponent 55 is thus poorly determined, and the fitted energy can lie anywhere from 2.15 to 3.22 eV. The conclusion is secure, because the smallest f₀ in this range is still more than thirty decades above f_L.

**Part (c)**

Now keep the attempt frequency at f_L and let the barrier depend on temperature. Find the barrier W at each peak. Show how the Arrhenius parameters of part (a) are related to these two values, and interpret the relation.

**Answer**

At each peak the barrier must satisfy fᵢ = f_L exp(−Wᵢ/kTᵢ), which gives

Wᵢ = kTᵢ ln(f_L/fᵢ).

The values are

W₁ = k × 250 K × 9 ln 10 = 0.446 eV,
W₂ = k × 260 K × 7 ln 10 = 0.361 eV.

The barrier falls by 0.085 eV while the temperature rises by 10 K. For comparison, the Arrhenius fit says that E = kTᵢ ln(f₀/fᵢ) at both peaks. Split the logarithm by inserting f_L:

E = kTᵢ ln(f_L/fᵢ) + kTᵢ ln(f₀/f_L) = Wᵢ + TᵢS,

where

S = k ln(f₀/f_L).

Both barrier values therefore lie on the straight line

W(T) = E − TS.

The Arrhenius energy is the intercept of this line at T = 0, reached by extrapolating from a window only 10 K wide down through 250 K. The prefactor records its slope. Here f₀/f_L = 10⁴³, so S/k = 43 ln 10 = 99.0, and the fall over 10 K is 99.0 × k × 10 K = 0.085 eV, as found above.

Read in this way, 2.58 eV is not the height of the barrier at the temperature of the experiment. With f_L as the attempt frequency, that height is about 0.4 eV.

The form W = E − TS is that of a free-energy barrier with activation energy E and activation entropy S. An entropy of 99k would mean that the number of accessible configurations grows by a factor of 10⁴³ on the way to the top of the barrier. That is not credible for one ion moving between neighbouring sites. It would require a cooperative rearrangement of many units, or else a barrier that changes with temperature for another reason, such as growing correlations between polar regions. Two peaks cannot decide between these. What they exclude, given an attempt frequency of lattice size and the peak condition 2πfτ = 1, is independent hopping over a fixed energy barrier.

**Part (d)**

Relaxor data are often described by the Vogel-Fulcher law

f = f₀ exp[−Eₐ/(k(T − T_f))], T > T_f,

where T_f is called the freezing temperature. Taking f₀ = f_L, find T_f and Eₐ. How does T_f depend on the assumed f₀, and where does the Arrhenius law appear in this family of solutions?

**Answer**

Define Lᵢ = ln(f₀/fᵢ). Taking the logarithm of the law at each peak and multiplying by Tᵢ − T_f gives

L₁(T₁ − T_f) = Eₐ/k,
L₂(T₂ − T_f) = Eₐ/k.

The right-hand sides are equal, so L₁T₁ − L₂T₂ = (L₁ − L₂)T_f, and

T_f = (L₁T₁ − L₂T₂)/(L₁ − L₂).

For the energy, write the two equations as Tᵢ = T_f + (Eₐ/k)/Lᵢ and subtract:

T₂ − T₁ = (Eₐ/k)(1/L₂ − 1/L₁) = (Eₐ/k)(L₁ − L₂)/(L₁L₂),

Eₐ = k L₁L₂(T₂ − T₁)/(L₁ − L₂).

With f₀ = 10¹² Hz, L₁ = 9 ln 10 and L₂ = 7 ln 10. The common factor ln 10 cancels in T_f:

T_f = (9 × 250 − 7 × 260)/2 K = 215 K.

The first peak then gives the energy directly:

Eₐ/k = 9 ln 10 × (250 − 215) K = 725 K,
Eₐ = 0.0625 eV.

The law has three parameters and there are two data points, so one parameter had to be assumed. Let x = log₁₀ f₀ with f₀ in Hz. Then L₁ = (x − 3) ln 10, L₂ = (x − 5) ln 10, and

T_f = [250(x − 3) − 260(x − 5)]/2 K = (275 − 5x) K.

Each decade added to the assumed f₀ lowers T_f by 5 K. For f₀ = 10¹¹ Hz the pair is T_f = 220 K and Eₐ = 0.048 eV. For f₀ = 10¹³ Hz it is T_f = 210 K and Eₐ = 0.079 eV. The freezing temperature is thus fairly insensitive to the assumption, while Eₐ changes by roughly a quarter per decade.

The Arrhenius law is the member of the family with T_f = 0. Setting 275 − 5x = 0 gives x = 55, the value of part (a). The same two points therefore offer a choice: a reasonable attempt frequency with T_f near 215 K, or T_f = 0 with f₀ = 10⁵⁵ Hz. The first is physically acceptable, but this does not prove that the Vogel-Fulcher law holds or that anything freezes at T_f.

**Part (e)**

Explain quantitatively how a Vogel-Fulcher energy of 0.0625 eV can appear as 2.58 eV in an Arrhenius fit. Then find where each law puts the peak at 1 Hz and at 1 MHz, and say how accurate the readings must be to tell the laws apart.

**Answer**

An Arrhenius plot shows ln f against 1/T, and its local slope defines an apparent energy

E_loc = −k d(ln f)/d(1/T) = kT² d(ln f)/dT,

because d(1/T) = −dT/T². For the Vogel-Fulcher law, d(ln f)/dT = Eₐ/[k(T − T_f)²], so

E_loc = Eₐ T²/(T − T_f)².

Far above T_f the factor tends to 1 and the apparent energy tends to Eₐ. As T approaches T_f from above it grows without bound. At the two peaks, where T − T_f is 35 K and 45 K, it equals 3.19 eV and 2.09 eV.

The fit of part (a) uses the straight line between the points instead of a tangent. The law gives

ln(f₂/f₁) = (Eₐ/k)[1/(T₁ − T_f) − 1/(T₂ − T_f)]
= (Eₐ/k)(T₂ − T₁)/[(T₁ − T_f)(T₂ − T_f)].

Inserting this into E = kT₁T₂ ln(f₂/f₁)/(T₂ − T₁) cancels the difference T₂ − T₁:

E = Eₐ T₁T₂/[(T₁ − T_f)(T₂ − T_f)].

This is the geometric mean of the two local values. The magnification is 65000/(35 × 45) = 41.3, and 41.3 × 0.0625 eV = 2.58 eV. Within this description, the large energy measures how close the peaks lie to T_f.

For the further frequencies, solve each law for T:

Arrhenius: T = (E/k)/ln(f₀/f), with f₀ = 10⁵⁵ Hz,
Vogel-Fulcher: T = T_f + (Eₐ/k)/ln(f_L/f).

At 1 Hz the logarithms are 55 ln 10 and 12 ln 10, and the peaks lie at 236.4 K and 241.3 K. At 1 MHz they are 49 ln 10 and 6 ln 10, and the peaks lie at 265.3 K and 267.5 K. The Vogel-Fulcher peak is the higher one in both cases. Its Arrhenius plot is steeper on the cold side, so the peak moves down less as the frequency is lowered, and flatter on the warm side, so the peak moves up more as the frequency is raised.

The low frequency separates the laws better, by 4.9 K, but the extrapolation also magnifies reading errors. On a straight Arrhenius line, going from 1 kHz to 1 Hz is 1.5 times the step from 100 kHz to 1 kHz, so

1/T(1 Hz) = 2.5/T₁ − 1.5/T₂.

To first order, errors δT₁ and δT₂ change the predicted temperature by

δT = T²(2.5 δT₁/T₁² − 1.5 δT₂/T₂²) ≈ 2.2 δT₁ − 1.2 δT₂.

Opposite errors of 1 K can thus move the Arrhenius prediction by about 3.5 K, and the new peak has its own reading error. Three peaks read to 1 K would barely separate the laws. Readings to a few tenths of a kelvin, or peaks at many frequencies, are needed.

**Part (f)**

The condition 2πfτ = 1 marks the maximum of the loss against frequency for a single relaxation time. It does not in general mark the maximum of the real permittivity against temperature. Find the correct condition for a Debye response of strength C/T, and judge whether this correction, a broad spectrum of relaxation times, or tunnelling could rescue the fixed barrier. Set the results beside a real relaxor.

**Answer**

Let y = 2πfτ with τ = τ₀ exp(E/kT). Apart from a constant background, which does not move the maximum, the real permittivity is

ε′ = (C/T)/(1 + y²).

Since d(ln y)/dT = −E/(kT²), the logarithmic derivative at fixed f is

d(ln ε′)/dT = −1/T + [2y²/(1 + y²)] E/(kT²).

Setting it to zero and multiplying by T(1 + y²) gives 1 + y² = 2y²E/(kT), hence

y² = 1/(2E/kT − 1).

The maximum lies at y = 1 only if E = kT. For a steep law such as the one fitted here, y is much smaller. The peak condition is now f = y f₀ exp(−E/kT), and repeating the subtraction of part (a) gives

E = k[ln(f₂/f₁) − ln(y₂/y₁)]/(1/T₁ − 1/T₂),
ln f₀ = ln f₁ + E/(kT₁) − ln y₁.

Because y depends on E, these equations are solved by iteration. The result is y₁ = 0.0649, y₂ = 0.0662, E = 2.57 eV and log₁₀ f₀ = 55.97. The energy falls by 0.4% relative to part (a), because y is nearly the same at both peaks. The attempt frequency rises about tenfold, so the correction makes the difficulty slightly worse.

Breadth of the spectrum can be judged from a trial case. Take a Cole-Cole response,

ε′ = (C/T) Re{1/[1 + (2πifτ)^0.3]},

whose exponent 0.3, held fixed, describes a very broad spectrum. Give it an ordinary barrier of 0.45 eV and the attempt frequency 10¹² Hz. Numerical maximization over temperature puts the peaks at 320.9 K for 1 kHz and 412.1 K for 100 kHz. An Arrhenius fit to these peaks returns 0.576 eV and 10¹²·⁰⁴ Hz. The energy is 28% above the true barrier, which is a real error, but the attempt frequency stays sensible and the peak moves by 91 K. In this case breadth alone does not imitate a shift of 10 K. The outcome depends on the exponent: for 0.15 and the same barrier the peaks lie at 299.6 K and 354.9 K, and the fit returns 0.763 eV and 10¹⁵·⁸ Hz. A still broader spectrum thus inflates both numbers, though this case remains far from 10⁵⁵ Hz. The trial does not cover a spectrum whose shape changes with temperature, or a static permittivity that departs from C/T.

Tunnelling through the barrier becomes important near the crossover temperature hν/(2πk), where ν is the frequency that characterizes the curvature at the barrier top. With ν taken equal to f_L this is 7.6 K, and with ν = 10¹³ Hz it is 76 K, both far below the peaks, so thermal activation is the right starting point for soft modes. Only for the stiffest vibrations, ν near 3 × 10¹³ Hz, does the crossover (229 K) approach the peaks. Even then tunnelling works in the wrong direction: it weakens the temperature dependence of the rate. With the attempt frequency also set to 3 × 10¹³ Hz and the quantum correction for a parabolic barrier, a fixed barrier that peaks at 250 K for 1 kHz shifts the peak by 73 K, against 59 K without the correction.

The given peaks are in the rough regime of lead magnesium niobate, whose permittivity maximum lies somewhat below room temperature at these frequencies and moves by roughly ten kelvin over two decades. Vogel-Fulcher fits to such material typically give a freezing temperature a little above 200 K and an energy of several hundredths of an eV, so the values of part (d) are not unusual. A real relaxor breaks two assumptions of the Debye response used above: its spectrum is broad and becomes broader on cooling, and its static permittivity does not follow C/T near the peak. The static permittivity also affects where the measured maximum falls. If it has a broad maximum of its own near these temperatures, it helps to hold the measured peak in place, and the shift with frequency can be small even for an ordinary fixed barrier.

An example shows how strong this effect can be. Keep the Cole-Cole exponent 0.3 and the attempt frequency 10¹² Hz, take a fixed barrier of 0.30 eV, and replace C/T by a static permittivity proportional to 1/[1 + (T − T_A)²/(2δ²)] with T_A = 244.2 K and δ = 56.2 K. The peaks then lie at 250 K and 260 K, and an Arrhenius fit to them again returns 2.58 eV and 10⁵⁵ Hz, although neither number describes the hopping.

The value 10⁵⁵ Hz is therefore still not an attempt frequency, but in a real relaxor two permittivity peaks alone do not rule out a fixed barrier. Eₐ and T_f should be treated as fit parameters until the full frequency dependence has been analysed.

Numerical values quoted here were computed with a short program.
